# Interband tunnelling in a uniform field, with estimates for GaAs and InSb, part 1

(Sections cited here and not found follow in the second part.)

## 1. Definitions and conventions

An electron of charge $-e$ ($e>0$) moves in a crystal whose two bands near a direct gap $E_g$ are described by

$$H(k)=\Delta\,\sigma_z+\hbar v k\,\sigma_x,\qquad \Delta=\tfrac12E_g .$$

Here $k$ is the wave vector along the field, $v$ is a velocity, and the $\sigma_i$ are Pauli matrices acting on the two band-edge states. Since $\sigma_x\sigma_z+\sigma_z\sigma_x=0$, $H^2=\Delta^2+(\hbar vk)^2$, and the bands are $\pm\varepsilon(k)$ with

$$\varepsilon=\Delta\sqrt{1+x^2},\qquad x=k/\kappa_0,\qquad \kappa_0=\frac{E_g}{2\hbar v}.$$

For small $k$, $\varepsilon\approx\Delta+\hbar^2v^2k^2/2\Delta$. Matching this to $\hbar^2k^2/2m^*$ gives $m^*=\Delta/v^2=E_g/2v^2$, the same for the electron and the light hole in this model.

A uniform static field $E$ enters through $A=-Et$. Then $k$ is replaced by $k+eA/\hbar=k-eEt/\hbar$. The sign of the sweep does not matter, because $\sigma_z\sigma_x\sigma_z=-\sigma_x$ maps one sign onto the other and maps each band onto itself. With $F=eE$ and the origin of time at the gap minimum, $k=Ft/\hbar$ and

$$H(t)=\Delta\sigma_z+st\,\sigma_x,\qquad s=vF .$$

Scattering during the crossing is neglected, and the linear form $\hbar vk$ is taken to hold over the whole sweep. The electron starts in the lower band at $t\to-\infty$, and $P$ is the probability of finding it in the upper band at $t\to+\infty$. It is a probability per complete passage through $k=0$. The problem has one dimensionless parameter, written in two ways:

$$\delta=\frac{\Delta^2}{2\hbar s},\qquad a=\frac{\hbar vF}{E_g^2}=\frac{1}{8\delta}.$$

Sections 2 to 5 use $\hbar=1$.

## 2. An exact integral solution

Let $|\pm x\rangle$ be the eigenstates of $\sigma_x$, which $\sigma_z$ interchanges. With $\psi=c_1|{+x}\rangle+c_2|{-x}\rangle$,

$$i\dot c_1=st\,c_1+\Delta c_2,\qquad i\dot c_2=-st\,c_2+\Delta c_1 .$$

For $s|t|\gg\Delta$ these states are the band states. The state $|{+x}\rangle$ has energy $st$, so it is the lower band at $t\to-\infty$ and the upper band at $t\to+\infty$. Hence $P=|c_1(+\infty)|^2/|c_1(-\infty)|^2$ for the solution with $c_2(-\infty)=0$.

Put $c_1=e^{-ist^2/2}f$. The first equation becomes $i\dot f e^{-ist^2/2}=\Delta c_2$, so $c_2=(i/\Delta)\dot f e^{-ist^2/2}$. Then $i\dot c_2=-(1/\Delta)(\ddot f-ist\dot f)e^{-ist^2/2}$, and the second equation, multiplied by $-\Delta e^{ist^2/2}$, reads $\ddot f-ist\dot f=ist\dot f-\Delta^2f$. With $\nu=i\delta$ one has $-2is\nu=2s\delta=\Delta^2$, so

$$\ddot f-2ist\,\dot f-2is\nu f=0 .$$

Consider, first for $\operatorname{Re}\nu>0$,

$$f(t)=\int_0^{\infty e^{-i\pi/4}}u^{\nu-1}e^{\varphi}\,du,\qquad \varphi=-\frac{iu^2}{4s}+iut ,$$

with the cut of $u^\nu$ on the negative real axis. On the ray $u=re^{-i\pi/4}$, $-iu^2=-r^2$, so the integral converges for all $t$. Each time derivative brings down $iu$, and the left side of the equation becomes the integral of

$$\left(-u^{\nu+1}+2st\,u^{\nu}-2is\nu\,u^{\nu-1}\right)e^{\varphi}=-2is\,\frac{d}{du}\left(u^\nu e^\varphi\right),$$

as is seen by differentiating with $\varphi'=-iu/2s+it$. The boundary terms vanish at both ends when $\operatorname{Re}\nu>0$. Integration by parts gives $f=-\nu^{-1}\int u^\nu\varphi' e^\varphi du$, and $\dot f=i\int u^\nu e^\varphi du$. These forms are analytic in $\nu$ for $\operatorname{Re}\nu>-1$, $\nu\neq0$. The differential equation is an identity between analytic functions of $\nu$, so it still holds at $\nu=i\delta$. Below, integrals with $u^{\nu-1}$ are understood as continued in this way.

## 3. Leading asymptotics and the tunnelling probability

The factor $e^{-iu^2/4s}$ decays where $\operatorname{Im}u^2<0$, which is the second and fourth quadrants. It has modulus one on the imaginary axis.

For $t<0$, $e^{iut}$ decays in the lower half plane, so the ray can be turned through the fourth quadrant to $u=-ir$. There $e^{iut}=e^{-r|t|}$ confines the integral to $r\lesssim1/|t|$.

For $t>0$, $e^{iut}$ decays in the upper half plane. Completing the square, $\varphi=ist^2-i(u-2st)^2/4s$. The ray is replaced by two pieces: the axis $u=ir$ from $0$ to $i\infty$, and the line $u=2st+pe^{-i\pi/4}$ with $p$ from $-\infty$ to $\infty$, on which $\varphi=ist^2-p^2/4s$. The arc at infinity joining them lies in the second quadrant, where both exponentials decay, and the cut is not crossed. So $f=f_{\rm end}$ for $t<0$ and $f=f_{\rm end}+f_{\rm sad}$ for $t>0$, exactly.

On the imaginary axis the basic integral is, with $u=\pm ir$ for $t\gtrless0$,

$$\int u^{\mu-1}e^{iut}du=e^{\pm i\pi\mu/2}\,\Gamma(\mu)\,|t|^{-\mu}=\Gamma(\mu)(-it)^{-\mu},\qquad \arg(-it)=\mp\frac{\pi}{2}.$$

Replacing the Gaussian factor by one gives $f_{\rm end}\approx\Gamma(i\delta)(-it)^{-i\delta}$. Since $|e^{\pm i\pi(i\delta)/2}|=e^{\mp\pi\delta/2}$,

$$|c_1(-\infty)|^2=|\Gamma(i\delta)|^2e^{\pi\delta}\equiv N,\qquad |c_1(+\infty)|^2=|\Gamma(i\delta)|^2e^{-\pi\delta}.$$

The endpoint part of $\dot f$ falls as $1/|t|$, so $c_2(-\infty)=0$, as required. On the saddle line $u^{\nu}$ varies slowly when $\sqrt s\,t\gg\max(1,\delta)$, and $\int e^{-p^2/4s}dp=\sqrt{4\pi s}$ gives

$$|f_{\rm sad}|\approx\frac{\sqrt{4\pi s}}{2st}\to0,\qquad |\dot f_{\rm sad}|\approx\sqrt{4\pi s},\qquad |c_2(+\infty)|^2=\frac{4\pi s}{\Delta^2}=\frac{2\pi}{\delta}.$$

The ratio of the two limits of $|c_1|^2$ is $P=e^{-2\pi\delta}$. Restoring $\hbar$, $2\pi\delta=\pi\Delta^2/\hbar vF$, so

$$P=\exp\left(-\frac{\pi E_g^2}{4\hbar v eE}\right)=e^{-E_0/E},\qquad E_0=\frac{\pi E_g^2}{4\hbar ve}.$$

This is the Landau-Zener formula. Within the model and for an infinite sweep it is exact at any field, with prefactor one. Conservation of probability confirms the weights. The reflection formula $\Gamma(z)\Gamma(1-z)=\pi/\sin\pi z$, with $\Gamma(1-z)=-z\Gamma(-z)$ and $\sin(i\pi\delta)=i\sinh\pi\delta$, gives $|\Gamma(i\delta)|^2=\pi/(\delta\sinh\pi\delta)$. Then $|c_2(+\infty)|^2/N=2\sinh(\pi\delta)e^{-\pi\delta}=1-e^{-2\pi\delta}$.

At strong field or vanishing gap, $P\to1$: the electron keeps its state $|{+x}\rangle$ and its velocity. The probability of staying in the band is then $2\pi\delta$ to first order, which agrees with the Born result $|\Delta\int e^{-ist^2}dt|^2=\pi\Delta^2/s$.

The program tests the integral solution against direct integration of the Schrödinger equation, tests that its norm equals $N$ at several times, and tests $P$ against integrated sweeps. For $\delta=0.5$ both give $0.04321$.

## 4. First correction at large finite time

On the imaginary axis $e^{-iu^2/4s}=e^{iy}$ with $y=r^2/4s$ real, and $|e^{iy}-1-iy|\le y^2/2$. Since $|u^{i\delta}|=e^{\mp\pi\delta/2}$ on $u=\pm ir$, the remainder after two terms is bounded by $e^{\mp\pi\delta/2}\int_0^\infty (r^3/32s^2)e^{-r|t|}dr$, of order $1/s^2t^4$ at fixed $\delta$. The second term needs $\mu=\nu+2$, with $\Gamma(\nu+2)=\nu(\nu+1)\Gamma(\nu)$ and $(-it)^{-2}=-1/t^2$:

$$f_{\rm end}=\Gamma(\nu)(-it)^{-\nu}\left[1+\frac{i\nu(\nu+1)}{4st^2}+\dots\right].$$

For $t<0$ this is the whole solution. Its logarithmic derivative is $\dot f/f=-\nu/t-i\nu(\nu+1)/2st^3+\dots$. Using $c_2/c_1=(i/\Delta)\dot f/f$, $\nu(\nu+1)=-\delta^2+i\delta$ and $\delta=\Delta^2/2s$,

$$\frac{c_2}{c_1}=\frac{\Delta}{2st}-\frac{\Delta^3}{8s^3t^3}+\frac{i\Delta}{4s^2t^3}+\dots$$

The instantaneous band state with energy $\epsilon=st\sqrt{1+\Delta^2/s^2t^2}$ satisfies $st\,c_1+\Delta c_2=\epsilon c_1$, so for it $c_2/c_1=(\epsilon-st)/\Delta=\Delta/2st-\Delta^3/8s^3t^3+\dots$. The first two terms above are thus only the rotation of the band state away from $|{+x}\rangle$, and they carry no transition. The third term is a true admixture of the other band, with amplitude $\Delta/4s^2|t|^3$. Populations of the states $|\pm x\rangle$ converge slowly for this reason: for $t>0$ the cross term between $f_{\rm end}$ and $f_{\rm sad}$ falls as $1/t$. Band amplitudes converge as $1/|t|^3$.

## 5. The weak-field expansion in the band basis

The admixture can be followed at all times. Let $\tan\theta=st/\Delta=x$. The band states are $|+\rangle=(\cos\frac\theta2,\sin\frac\theta2)$ and $|-\rangle=(-\sin\frac\theta2,\cos\frac\theta2)$ in the $\sigma_z$ basis, with $\frac{d}{dt}|\pm\rangle=\pm g|\mp\rangle$ and $g=\dot\theta/2=s/[2\Delta(1+x^2)]$. Inserting $\psi=b_+|+\rangle+b_-|-\rangle$,

$$\dot b_+=-i\varepsilon b_++g\,b_-,\qquad \dot b_-=i\varepsilon b_--g\,b_+ .$$

The ratio $\rho=b_+/b_-$ obeys $\dot\rho=-i\omega\rho+g+g\rho^2$ with $\omega=2\varepsilon$. Solving for the $\rho$ in the first term on the right,

$$\rho=-i\left(\eta+\eta\rho^2-D\rho\right),\qquad \eta=\frac g\omega=\frac{a}{(1+x^2)^{3/2}},\qquad D=\frac1\omega\frac{d}{dt}=\frac{2a}{\sqrt{1+x^2}}\frac{d}{dx},$$

where $a=s/4\Delta^2$ was used. For $x\gg1$, $\eta\to\Delta/4s^2|t|^3$, the term found in Section 4. Both $\eta$ and $D$ carry one power of $a$, so iteration orders the solution:

$$\rho_1=-i\eta,\qquad \rho_2=iD\rho_1=D\eta,\qquad \rho_3=-i\eta\rho_1^2+iD\rho_2=i\eta^3+iD^2\eta .$$

At $k=0$, $\eta=a(1-\frac32x^2+\dots)$, so $D\eta=0$ and $D^2\eta=4a^2(-3a)=-12a^3$. The derivative of the factor $(1+x^2)^{-1/2}$ vanishes there. Hence $\rho(0)=-ia(1+11a^2+\dots)$, and the upper-band population is

$$\frac{|\rho|^2}{1+|\rho|^2}=a^2(1+22a^2)(1-a^2)+\dots=a^2\left(1+21a^2+\dots\right).$$

For $\delta=4$ the integrated population is $9.985\times10^{-4}$ and $a^2=9.766\times10^{-4}$, a ratio of $1.022$ against $1+21a^2=1.0205$. For $\delta=6$ the ratio is $4.389/4.340=1.011$ against $1.009$. The remainder of about $0.002$ of $a^2$ contains the next order and the effect of the finite starting time, in different shares. For an infinite sweep the ratios are $1.0227$ and $1.0095$, so higher orders (the next term is about $1.74\times10^3a^4$) account for the remainder at $\delta=4$, and the finite start accounts for most of it at $\delta=6$. The program asserts agreement with $a^2$ within a tolerance wider than the correction, so the coefficient 21 is derived and consistent with the output, but not sharply tested.

Every $\rho_n$ vanishes as $x\to\infty$. The admixture is a reversible polarization of the Bloch state, and the program tests that it disappears again after the passage. The series therefore gives $P=0$ to all orders in $a$. This agrees with $P=e^{-\pi/4a}$, whose derivatives all vanish at $a=0$. The condition $a\ll1$ and the condition $E\ll E_0$ coincide, since $a=(\pi/4)E/E_0$.

**Sudden start.** The exponential law requires a full passage. Suppose the electron sits in $|-\rangle$ at $k=0$ and the field is switched on abruptly. Let $U=U(T,0)$. Since $H(-t)=\sigma_zH(t)\sigma_z$ and $H$ is real symmetric, reversing the order of the time-ordered product gives $U(0,-T)=\sigma_zU^{\rm T}\sigma_z$. The band states are real, and $\sigma_z$ maps those at $-T$ onto those at $T$, and those at $0$ onto themselves, up to signs. So $|\langle+_0|U(0,-T)|-_{-T}\rangle|=|\langle-_T|U|+_0\rangle|$, and this equals $|\langle+_T|U|-_0\rangle|$ because the off-diagonal elements of a unitary $2\times2$ matrix have equal moduli. The permanent loss after a sudden start equals the population at $k=0$ in a full sweep, $a^2(1+21a^2+\dots)$. For $\delta=4$ the output shows $9.985\times10^{-4}$ for both, while $P=1.2\times10^{-11}$.

For an infinite sweep the tunnelling probability is exactly $P=e^{-E_0/E}$, while the weak-field admixture of the upper band is reversible in a full passage but becomes a permanent loss after a sudden start at $k=0$. What remains is the effect of a finite sweep, the real-space derivation of the exponent, and the field criteria for single-band dynamics with estimates for GaAs and InSb.

Numerical values quoted here were computed with a short program.
